# Comparing Donor Critical Densities in Silicon and Germanium

## The problem

A shallow donor in silicon or germanium holds its extra electron in a wide orbit. At low donor density the electrons stay bound at low temperature and the crystal insulates. At high density they form a metal. Mott's criterion estimates the donor density $n_c$ at which the change takes place:

$$n_c^{1/3}a^*=C,\qquad C=0.25.$$

Here $a^*$ is the effective Bohr radius of an isolated donor. The same $C$ is adopted for both hosts. Estimate $n_c$ for each and find the ratio $n_c(\mathrm{Si})/n_c(\mathrm{Ge})$.

The data are rounded material parameters. The relative dielectric constant is $\varepsilon$, and $m_0$ is the free-electron mass. Near a conduction-band minimum, or valley, the electron has a transverse mass $m_t$ in two directions and a longitudinal mass $m_l$ in the third.

- Silicon: $\varepsilon=11.7$, $m_t=0.190\,m_0$, $m_l=0.920\,m_0$.
- Germanium: $\varepsilon=16.0$, $m_t=0.082\,m_0$, $m_l=1.590\,m_0$.

The donors are singly charged and uncompensated, meaning that no acceptors remove their electrons. The donor is described by one valley and a Coulomb potential reduced by $\varepsilon$. The short-range potential of the particular impurity atom, the mixing of valleys, disorder and electron correlation are left out.

## A tempting wrong solution

For a hydrogen-like state in a uniform dielectric, the Bohr radius is proportional to the dielectric constant and inversely proportional to the mass. A donor should therefore have

$$a^*=a_0\,\varepsilon\,\frac{m_0}{m},$$

where $a_0$ is the Bohr radius of hydrogen. Two of the three directions have mass $m_t$ and one has mass $m_l$, so it seems natural to insert the average mass

$$\bar m=\frac{2m_t+m_l}{3}.$$

This gives

$$\bar m_{\mathrm{Si}}=\frac{0.380+0.920}{3}m_0=0.433\,m_0,$$

$$\bar m_{\mathrm{Ge}}=\frac{0.164+1.590}{3}m_0=0.585\,m_0.$$

Since $n_c=(C/a^*)^3$, the ratio would be

$$\left(\frac{16.0}{11.7}\times\frac{0.433}{0.585}\right)^3\approx1.04.$$

The larger dielectric constant of germanium seems to be cancelled by its larger average mass, and the two hosts seem to need nearly the same donor density.

## Where the fault lies

The hydrogenic scaling is sound for a single isotropic mass, and so is the cube. The fault is the average. Mass enters the kinetic energy through its inverse:

$$T=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}.$$

If the three directions carry equal mean squared momentum, what gets averaged is $1/m$, not $m$. A heavy direction then contributes little to the kinetic energy, whereas in the arithmetic mean it contributes most. For germanium, $m_l$ supplies $1.590/1.754$, about 91%, of the sum in $\bar m$. In the sum of inverse masses it supplies $0.629/25.02$, about 2.5%. Equal momenta hold for a spherical state only. In the flattened orbit found later, the heavy direction carries about 17% of the kinetic energy in germanium.

A limit exposes the error. Let $m_l\to\infty$ at fixed $m_t$. Then $\bar m\to\infty$ and the supposed radius shrinks to zero in every direction. But motion in the two light directions still costs kinetic energy, which prevents collapse in those directions. The isotropic limit $m_t=m_l$ would not reveal the fault, because there the two averages agree.

## The hydrogenic radius for a spherical state

Let energies be measured from the bottom of the valley. The slowly varying envelope function of the donor electron obeys the Hamiltonian

$$H=\frac{p_x^2+p_y^2}{2m_t}+\frac{p_z^2}{2m_l}-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

To assign one radius to this anisotropic problem, take the normalized spherical trial state

$$\psi(r)=\frac{e^{-r/a}}{\sqrt{\pi a^3}}$$

and choose $a$ to minimize the mean energy. Because $\partial r/\partial x=x/r$,

$$\frac{\partial\psi}{\partial x}=-\frac{x}{ar}\psi.$$

Integration by parts, with $\psi$ vanishing at infinity, gives

$$\langle p_x^2\rangle=\hbar^2\int\left|\frac{\partial\psi}{\partial x}\right|^2d^3r=\frac{\hbar^2}{a^2}\left\langle\frac{x^2}{r^2}\right\rangle=\frac{\hbar^2}{3a^2}.$$

The last step uses spherical symmetry: $x^2/r^2$, $y^2/r^2$ and $z^2/r^2$ have equal averages and add to one. The same value holds for $p_y^2$ and $p_z^2$, so

$$\langle T\rangle=\frac{\hbar^2}{6a^2}\left(\frac{2}{m_t}+\frac{1}{m_l}\right)=\frac{\hbar^2}{2m_ca^2},$$

where

$$\frac1{m_c}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right).$$

For the potential energy we need

$$\left\langle\frac1r\right\rangle=\frac{4}{a^3}\int_0^\infty r e^{-2r/a}\,dr=\frac{4}{a^3}\,\frac{a^2}{4}=\frac1a.$$

The energy to be minimized is therefore

$$E(a)=\frac{\hbar^2}{2m_ca^2}-\frac{e^2}{4\pi\varepsilon_0\varepsilon a}.$$

Setting its derivative to zero gives

$$-\frac{\hbar^2}{m_ca^3}+\frac{e^2}{4\pi\varepsilon_0\varepsilon a^2}=0.$$

Multiplying by $a^3$ and solving for $a$,

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m_ce^2}=a_0\,\varepsilon\,\frac{m_0}{m_c}.$$

This is a minimum: the positive kinetic term dominates at small $a$, and the energy approaches zero from below at large $a$.

At the minimum, $e^2/(4\pi\varepsilon_0\varepsilon)=\hbar^2/(m_ca^*)$. The potential energy is then minus twice the kinetic energy, and the binding energy is

$$E_b=\frac{\hbar^2}{2m_ca^{*2}}=\mathrm{Ry}\,\frac{m_c/m_0}{\varepsilon^2},$$

where Ry is the Rydberg energy. If the masses are equal, the trial state is the hydrogenic ground state. If they differ, the variational principle makes $E_b$ a lower bound on the binding energy of this one-valley model.

## A screening estimate of the constant

The criterion can be motivated from the metallic side. Mobile electrons screen each donor. Once the screening length is as short as the donor orbit, the attraction that would hold an electron in that orbit is strongly weakened.

Consider a degenerate electron gas at zero temperature, with one isotropic valley of mass $m$ and two spin states. A weak electrostatic potential $\phi$ lowers the electron potential energy by $e\phi$. If $\phi$ varies slowly, the local kinetic Fermi energy rises by $e\phi$, and the density changes by

$$\delta n=\frac{dn}{d\mu}\,e\phi,$$

where $\mu$ is the Fermi energy measured from the band edge. The induced charge density is $-e\,\delta n$. Away from the donor ion, Poisson's equation gives

$$\nabla^2\phi=\frac{e^2}{\varepsilon_0\varepsilon}\frac{dn}{d\mu}\phi=\frac{\phi}{\lambda^2}.$$

Its decaying spherical solution is proportional to $e^{-r/\lambda}/r$, so $\lambda$ is the screening length.

For this gas, $n=k_F^3/(3\pi^2)$ and $\mu=\hbar^2k_F^2/(2m)$, where $k_F$ is the Fermi wave number. Hence

$$\frac{dn}{d\mu}=\frac{dn/dk_F}{d\mu/dk_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}.$$

The isotropic donor radius satisfies $me^2/(\varepsilon_0\varepsilon\hbar^2)=4\pi/a^*$. Substitution gives

$$\frac1{\lambda^2}=\frac{me^2}{\varepsilon_0\varepsilon\hbar^2}\,\frac{k_F}{\pi^2}=\frac{4k_F}{\pi a^*}.$$

Now set $\lambda=a^*$. This yields $k_Fa^*=\pi/4$. With $k_F=(3\pi^2n)^{1/3}$,

$$n^{1/3}a^*=\frac{\pi}{4(3\pi^2)^{1/3}}=0.2539.$$

The host parameters have dropped out. For one isotropic valley the estimate thus lands near $0.25$, but it does not prove a universal law. The choice $\lambda=a^*$ is a physical estimate, and the constant scales as $(a^*/\lambda)^2$. The screened potential still holds a weakly bound state at $\lambda=a^*$ and loses it only near $\lambda\approx0.84\,a^*$, where the same formula gives about $0.36$. The choice $\lambda=a^*$ has a second weakness. It also gives $k_F\lambda=\pi/4$, so the potential does not vary slowly on the scale $1/k_F$, and the screening formula is being used beyond its safe range. Moreover, silicon has six anisotropic valleys and germanium has four. With $\nu$ equally filled valleys and $m_d=(m_t^2m_l)^{1/3}$, the same condition, with the spherical donor radius derived above, multiplies the constant by $m_c/(m_d\nu^{2/3})$. It then gives only about 0.062 for silicon and 0.055 for germanium. Two things lower it: several valleys screen more strongly than one, and the mass $m_d$, which sets the density of states, is larger than the mass $m_c$, which sets the donor radius. The estimate therefore does not justify $C=0.25$ for these two hosts. That value is adopted here as an assumption.

## The corrected comparison

The mean inverse masses give

$$\frac{m_c(\mathrm{Si})}{m_0}=\frac{3}{2/0.190+1/0.920}=0.2583,$$

$$\frac{m_c(\mathrm{Ge})}{m_0}=\frac{3}{2/0.082+1/1.590}=0.1199.$$

Germanium has the larger longitudinal mass, yet it has the smaller $m_c$, because its transverse mass is so small. With $a_0=0.05292$ nm,

$$a^*_{\mathrm{Si}}=0.05292\times\frac{11.7}{0.2583}\ \mathrm{nm}=2.40\ \mathrm{nm},$$

$$a^*_{\mathrm{Ge}}=0.05292\times\frac{16.0}{0.1199}\ \mathrm{nm}=7.06\ \mathrm{nm}.$$

The corresponding binding energies are 25.7 meV and 6.4 meV. For the densities, use $1\ \mathrm{nm}=10^{-7}\ \mathrm{cm}$:

$$n_c(\mathrm{Si})=\left(\frac{0.25}{2.397\times10^{-7}\ \mathrm{cm}}\right)^3\approx1.1\times10^{18}\ \mathrm{cm^{-3}},$$

$$n_c(\mathrm{Ge})=\left(\frac{0.25}{7.061\times10^{-7}\ \mathrm{cm}}\right)^3\approx4.4\times10^{16}\ \mathrm{cm^{-3}}.$$

In SI units these are $1.1\times10^{24}$ and $4.4\times10^{22}\ \mathrm{m^{-3}}$.

These are model estimates, not material values. Measured critical densities are several times higher: about $3.7\times10^{18}\ \mathrm{cm^{-3}}$ for phosphorus in silicon, and roughly $1.5$ to $3.5\times10^{17}\ \mathrm{cm^{-3}}$ in germanium, depending on the donor.

The length $n_c^{-1/3}=4a^*$ is a measure of donor spacing. It is 9.6 nm in silicon and 28 nm in germanium. The criterion thus places the transition at the same spacing in units of the orbit radius, but at very different spacings in nanometres.

For the ratio, divide the two criteria before inserting numbers:

$$\frac{n_c(\mathrm{Si})}{n_c(\mathrm{Ge})}=\left(\frac{a^*_{\mathrm{Ge}}}{a^*_{\mathrm{Si}}}\right)^3=\left(\frac{\varepsilon_{\mathrm{Ge}}}{\varepsilon_{\mathrm{Si}}}\right)^3\left[\frac{m_c(\mathrm{Si})}{m_c(\mathrm{Ge})}\right]^3.$$

The first factor is $(16.0/11.7)^3=2.56$. The second is $(0.2583/0.1199)^3\approx10.0$. Their product is

$$\frac{n_c(\mathrm{Si})}{n_c(\mathrm{Ge})}\approx26.$$

Both factors favour a higher critical density in silicon, and the mass factor is the larger. The radii differ by a factor of 2.95; the cube turns this into a factor of about 26.

The common constant cancels in the ratio but not in the densities. Replacing $C=0.25$ by $0.26$ raises each density by 12.5% and leaves the ratio unchanged. If the hosts had different constants, the ratio would gain the factor $(C_{\mathrm{Si}}/C_{\mathrm{Ge}})^3$.

## Letting the orbit become an ellipsoid

The spherical state corrects the average, but it still forces equal extent in directions with unequal masses. A more flexible state shows how much this restriction matters.

In this section use atomic units: masses in $m_0$, lengths in $a_0$ and energies in hartrees, with one hartree equal to two rydbergs. Let $z$ lie along the heavy direction, let $\rho$ be the distance from that axis, and take

$$\psi=\frac{e^{-s}}{\sqrt{\pi a^2b}},\qquad s=\sqrt{\frac{\rho^2}{a^2}+\frac{z^2}{b^2}}.$$

The transverse radius is $a$, the longitudinal radius is $b$, and $g=b/a<1$.

Scaling $x$ and $y$ by $a$, and $z$ by $b$, makes the state spherical. The earlier momentum averages then give $\langle p_x^2\rangle=\langle p_y^2\rangle=1/(3a^2)$ and $\langle p_z^2\rangle=1/(3b^2)$. Therefore

$$\langle T\rangle=\frac1{3m_ta^2}+\frac1{6m_lb^2}=\frac A{a^2},\qquad A=\frac16\left(\frac2{m_t}+\frac1{m_lg^2}\right).$$

For the potential, let $u$ be the cosine of the polar angle in the scaled coordinates. Then $\rho^2=a^2s^2(1-u^2)$ and $z^2=b^2s^2u^2$, so

$$r=as\sqrt{1-\kappa^2u^2},\qquad\kappa=\sqrt{1-g^2}.$$

The radial average is $\langle1/s\rangle=1$, as in the spherical calculation. The angular average is

$$\int_0^1\frac{du}{\sqrt{1-\kappa^2u^2}}=\frac{\arcsin\kappa}{\kappa}.$$

Hence

$$E=\frac A{a^2}-\frac Ba,\qquad B=\frac{\arcsin\kappa}{\varepsilon\kappa}.$$

At fixed $g$, the condition $-2A/a^3+B/a^2=0$ gives $a=2A/B$. Substitution gives

$$E=\frac{B^2}{4A}-\frac{B^2}{2A}=-\frac{B^2}{4A}.$$

The remaining minimization over $g$ is numerical. As $g\to1$, $\arcsin\kappa/\kappa\to1$ and $A\to1/(2m_c)$, so the spherical result $a=\varepsilon/m_c$ returns.

The optimal radii are:

- Silicon: $a=2.44$ nm and $b=1.40$ nm.
- Germanium: $a=6.42$ nm and $b=2.28$ nm.

The binding energy rises from 25.7 to 29.6 meV in silicon, and from 6.4 to 9.1 meV in germanium. The relative gain is about 15% in silicon and 42% in germanium, so the spherical restriction is the more serious one in germanium. An independent minimization, with the energy integrated numerically, was tested against these formulas for both hosts.

### The strongly anisotropic limit

The flattening can be understood for $m_l\gg m_t$. For small $g$, $\arcsin\kappa=\arccos g\approx\pi/2-g$, while $\kappa$ differs from one in second order. Minimizing $E$ means maximizing

$$\ln\frac{B^2}{A}\approx\text{constant}-\frac{4g}{\pi}-\frac{m_t}{2m_lg^2}.$$

The second term is the loss of Coulomb attraction as the orbit thickens. The third is the kinetic cost of making it thin. Setting the derivative to zero gives

$$-\frac4\pi+\frac{m_t}{m_lg^3}=0,\qquad g\approx\left(\frac{\pi m_t}{4m_l}\right)^{1/3}.$$

This predicts $g\approx0.34$ for germanium and $0.55$ for silicon. The full minimization gives $2.277/6.419=0.35$ and $1.397/2.436=0.57$. To leading order, this trial orbit flattens slowly, as the cube root of the mass ratio.

## What radius belongs in the criterion?

Mott's criterion asks for one length, while the ellipsoid has two. One possible extension uses the sphere of equal volume:

$$a_V=(a^2b)^{1/3},\qquad n_c=\left(\frac C{a_V}\right)^3=\frac{C^3}{a^2b}.$$

This choice is an additional assumption; the variational calculation does not supply it. It gives $a_V=2.02$ nm for silicon and $4.54$ nm for germanium, and hence

$$n_c(\mathrm{Si})\approx1.9\times10^{18}\ \mathrm{cm^{-3}},\qquad n_c(\mathrm{Ge})\approx1.7\times10^{17}\ \mathrm{cm^{-3}}.$$

The ratio is now about 11 instead of 26. Silicon still has the higher critical density, but the size of the difference depends strongly on how the radius is defined. The ratio falls because germanium's density estimate rises by a factor of about 3.8. Silicon's rises too, by about 1.7, which offsets part of the fall.

The lower variational energy shows that the ellipsoid gives a better energy bound for the one-valley donor. It does not show that $a_V$ is the right length for the transition. In the limit $m_l\to\infty$, $b$ tends to zero while $a$ stays finite, so $a_V\to0$ and the volume rule predicts an unlimited $n_c$. Yet the flattened orbits still reach a finite distance sideways and can overlap their neighbours there. The volume rule therefore cannot be trusted for extreme flattening.

The model also gives the same $n_c$ for every singly charged donor species in a given host, because the impurity's short-range potential has been omitted. It cannot rank phosphorus, arsenic and antimony. Compensation would require a further distinction between the density of donors and the density of electrons.

For the question as posed, with the spherical hydrogenic radius, the answer is $n_c(\mathrm{Si})/n_c(\mathrm{Ge})\approx26$. The ellipsoidal estimate supports the ordering, but it suggests that this factor is too large for the model. The spherical germanium radius, 7.06 nm, exceeds both ellipsoid radii. Using the transverse radius $a$ gives a ratio of about 18, and the volume rule gives about 11. The numerical output lists both sets of values.

## Values computed for the example and the checks

```
Si: relative dielectric constant = 11.7
Si: transverse mass = 0.190 m0
Si: longitudinal mass = 0.920 m0
Si: mean inverse-mass value m_c = 0.2583 m0
Si: hydrogenic radius = 2.397 nm
Si: hydrogenic binding energy = 25.68 meV
Si: critical density = 1.135e+18 cm^-3
Si: donor spacing at n_c = 9.59 nm
Si: screening estimate of C = 0.2539
Si: ellipsoid transverse radius = 2.436 nm
Si: ellipsoid longitudinal radius = 1.397 nm
Si: ellipsoid binding energy = 29.61 meV
Si: volume-equivalent radius = 2.024 nm
Si: ellipsoid n_c = 1.886e+18 cm^-3
Ge: relative dielectric constant = 16.0
Ge: transverse mass = 0.082 m0
Ge: longitudinal mass = 1.590 m0
Ge: mean inverse-mass value m_c = 0.1199 m0
Ge: hydrogenic radius = 7.061 nm
Ge: hydrogenic binding energy = 6.37 meV
Ge: critical density = 4.438e+16 cm^-3
Ge: donor spacing at n_c = 28.24 nm
Ge: screening estimate of C = 0.2539
Ge: ellipsoid transverse radius = 6.419 nm
Ge: ellipsoid longitudinal radius = 2.277 nm
Ge: ellipsoid binding energy = 9.06 meV
Ge: volume-equivalent radius = 4.544 nm
Ge: ellipsoid n_c = 1.666e+17 cm^-3
Adopted Mott constant C = 0.25 (dimensionless)
Closed-form screening constant = 0.2539
Radius ratio Ge/Si = 2.946
Dielectric factor in density ratio = 2.557
Mass factor in density ratio = 9.999
Critical density ratio Si/Ge = 25.57
Density factor for C = 0.26 = 1.125
Ellipsoid density ratio Si/Ge = 11.32
Si critical density in SI = 1.135e+24 m^-3
Ge critical density in SI = 4.438e+22 m^-3
```
